# The Zeldovich factor from the capillarity barrier

In the simplest model, the work of forming a cluster from supersaturated vapour contains two competing terms: a gain proportional to the number of atoms $n$, and a surface cost proportional to $n^{2/3}$ for a compact body. Changing either coefficient stretches the curve along the two axes but leaves its shape unaltered. If the maximum has height $W^*$ and lies at $n^*$, the whole curve must therefore have the form

$$W(n)=W^*f(n/n^*),$$

where $f$ is a pure function with $f(1)=1$ and $f'(1)=0$. Its curvature at the top is $W^*f''(1)/n^{*2}$. Thermal energy $kT$ selects a region around the top whose width is proportional to $n^*\sqrt{kT/W^*}$. A kinetic factor that measures the inverse of this width can depend on the barrier through one combination,

$$Z=C\,\frac{1}{n^*}\sqrt{\frac{W^*}{kT}},$$

with $C$ a number fixed by the surface law. It remains to find $C$, and to show that the steady nucleation rate does contain this inverse width.

Consider spherical droplets with volume $v$ per atom and a surface energy $\gamma$ per area that does not depend on size. One atom's volume, shaped into a sphere, has area $A_1=(36\pi)^{1/3}v^{2/3}$, and a droplet of $n$ atoms has area $A_1n^{2/3}$. The vapour is ideal, and its supersaturation $S>1$ is the ratio of its pressure to the saturation pressure at the same temperature. Moving an atom from vapour to bulk liquid then gains $kT\ln S$. With $\theta=\gamma A_1/kT$,

$$\frac{W(n)}{kT}=\theta n^{2/3}-n\ln S. \qquad (1)$$

This is the capillarity approximation. Its zero is at $n=0$, a convention that matters below.

The role of the exponent is clearest if the surface term is first written as $bn^p$, with $0<p<1$ and $b$ an energy. Setting the derivative of $W=bn^p-nkT\ln S$ to zero gives

$$kT\ln S=pb\,n^{*\,p-1}.$$

Substitution into $W$ gives the height,

$$W^*=bn^{*p}-n^*\,pb\,n^{*\,p-1}=(1-p)\,b\,n^{*p}.$$

The linear term does not contribute to the second derivative, so

$$W''(n^*)=-p(1-p)\,b\,n^{*\,p-2}=-\frac{pW^*}{n^{*2}}. \qquad (2)$$

The minus sign identifies a maximum. For the sphere, $p=2/3$ and $b=\theta kT$, hence

$$n^*=\left(\frac{2\theta}{3\ln S}\right)^3,\qquad g\equiv\frac{W^*}{kT}=\frac{\theta n^{*2/3}}{3}=\frac{n^*\ln S}{2}, \qquad (3)$$

and $W''(n^*)=-2W^*/(3n^{*2})$. The last form of $g$ follows from the first because $\theta=\tfrac32 n^{*1/3}\ln S$.

The kinetics now has to show where this curvature enters. Let $N_n$ be the number density of clusters of size $n$. They grow and shrink by single atoms: $\beta_n$ is the rate at which one cluster of size $n$ gains an atom, and $\alpha_{n+1}$ the rate at which one of size $n+1$ loses an atom. The net flux from $n$ to $n+1$ is

$$J_n=\beta_nN_n-\alpha_{n+1}N_{n+1}.$$

The free-atom density $N_1$ is held fixed, and clusters are removed at some large size $M$, so that $N_M=0$. In the steady state no intermediate population changes. Since $dN_n/dt=J_{n-1}-J_n=0$, every $J_n$ has the same value $J$.

The loss rates follow from detailed balance. Define the constrained equilibrium populations

$$N_n^{\rm eq}=N_1\exp\left[-\frac{W(n)-W(1)}{kT}\right]. \qquad (4)$$

Subtracting $W(1)$ ensures $N_1^{\rm eq}=N_1$. It also preserves mass action: at fixed temperature the exponential contains $S^{n-1}$, and $S$ is proportional to $N_1$, so $N_n^{\rm eq}\propto N_1^n$. Zero flux in this equilibrium requires $\beta_nN_n^{\rm eq}=\alpha_{n+1}N_{n+1}^{\rm eq}$. The resulting loss rate is a property of the cluster and the temperature, independent of $S$: $\beta_n$ is proportional to $S$, while $N_n^{\rm eq}/N_{n+1}^{\rm eq}$ is proportional to $1/S$.

Replace $\alpha_{n+1}$ in the flux and divide by $\beta_nN_n^{\rm eq}$:

$$\frac{J}{\beta_nN_n^{\rm eq}}=\frac{N_n}{N_n^{\rm eq}}-\frac{N_{n+1}}{N_{n+1}^{\rm eq}}. \qquad (5)$$

On summing from $n=1$ to $M-1$, each intermediate ratio appears once with each sign. The first ratio is 1 and the last is 0, leaving

$$\frac1J=\sum_{n=1}^{M-1}\frac{1}{\beta_nN_n^{\rm eq}}. \qquad (6)$$

This has the form of resistances in series. The largest resistances occur where the equilibrium population is smallest, near the top of the barrier. Relative to the top, the term at $n=1$ is reduced by the Boltzmann factor $\exp\{-[W^*-W(1)]/kT\}$, which for a high barrier far outweighs the effect of its smaller attachment rate. Far above $n^*$ the terms fall again because $W$ decreases.

Write $\beta^*$ and $N^*$ for $\beta_n$ and $N_n^{\rm eq}$ evaluated at $n^*$, which need not be an integer. For a high barrier, $\beta_n$ varies little across the important region and may be replaced by $\beta^*$. Taylor expansion of $W$ has no linear term at the maximum, so to second order

$$\frac{1}{N_n^{\rm eq}}\simeq\frac{1}{N^*}\exp\left[\frac{W''(n^*)}{2kT}(n-n^*)^2\right]
=\frac{1}{N^*}e^{-\pi Z^2(n-n^*)^2},$$

where the second equality defines

$$Z=\sqrt{\frac{-W''(n^*)}{2\pi kT}}. \qquad (7)$$

The exponent is negative because $1/N_n^{\rm eq}$ contains $e^{+W/kT}$, which peaks at the top. Extending the limits to infinity adds negligible tails. Poisson summation gives

$$\sum_{n=-\infty}^{\infty}e^{-\pi Z^2(n-n^*)^2}
=\frac1Z\left[1+2\sum_{k=1}^{\infty}e^{-\pi k^2/Z^2}\cos(2\pi kn^*)\right].$$

For $Z\ll1$ the oscillating terms are negligible and the sum equals the Gaussian integral $1/Z$. Therefore

$$J=Z\beta^*N^*. \qquad (8)$$

Inserting (2) in (7) yields $Z=\sqrt{pW^*/(2\pi kT)}/n^*$. For the sphere this becomes

$$\boxed{Z=\frac1{n^*}\sqrt{\frac{W^*}{3\pi kT}}} \qquad (9)$$

and the constant in the scaling argument is $C=1/\sqrt{3\pi}$. The 3 comes from the surface exponent $2/3$. A flat disc whose edge cost grows as $n^{1/2}$ has $4\pi$ in place of $3\pi$. Numerical curvatures for $b=6.5\,kT$, with $\ln S=1.2$ for the sphere and $0.3$ for the disc, agree with these two laws to within one part in $10^4$.

Two reference energies appear in (8). The barrier in $Z$ is $W^*$, counted from $n=0$, because relation (2) uses the power law with that zero. The barrier in $N^*$ is $W^*-W(1)$, because populations are counted from the free atom. Adding a constant to $W$ cannot change its curvature, so the second barrier must not be put into (9).

Eliminating $n^*$ and $W^*$ shows how $Z$ depends on the vapour. From (3), $Z^2=\ln S/(6\pi n^*)$, and therefore

$$Z=\frac{3(\ln S)^2}{4\sqrt\pi\,\theta^{3/2}}. \qquad (10)$$

As $S\to1$ at fixed temperature, $Z$ vanishes as $(\ln S)^2$: the critical droplet grows and the top becomes broad in atom number. Its relative width nevertheless shrinks, since $1/(n^*Z)=\sqrt{3\pi/g}$ and $g$ diverges. In the opposite limit of strong supersaturation, $g$ is no longer large and $n^*$ approaches a few atoms. The Gaussian step is then no longer justified by a large $g$, and the notion of a droplet surface loses its basis.

The error of the Gaussian step can be calculated. Let attachment be proportional to droplet area, $\beta_n=\beta^*(n/n^*)^{2/3}$, and put $n/n^*=(1+s)^3$, so that $s$ is the relative change of radius. From (3), $W/kT=g[3(n/n^*)^{2/3}-2n/n^*]$. In the new variable,

$$3(1+s)^2-2(1+s)^3=1-3s^2-2s^3.$$

The differential is $dn=3n^*(1+s)^2ds$, and its factor $(1+s)^2$ cancels the one from $1/\beta_n$. Thus (6) becomes

$$\frac1J\simeq\frac{3n^*}{\beta^*N^*}\int e^{-3gs^2-2gs^3}\,ds. \qquad (11)$$

Without the cubic term, the integral is $\sqrt{\pi/(3g)}$ and (9) is recovered. To find the first correction, expand $e^{-2gs^3}=1-2gs^3+2g^2s^6-\cdots$ and average over the Gaussian, whose variance is $\sigma^2=1/(6g)$. The odd term vanishes. The next uses $\langle s^6\rangle=15\sigma^6=15/(216g^3)$ and gives

$$\frac1J\simeq\frac1{Z\beta^*N^*}\left(1+\frac{5}{36g}\right). \qquad (12)$$

If $\beta_n$ is constant instead, the factor $(1+s)^2$ stays in the integrand. It adds $\langle s^2\rangle=1/(6g)$ and the cross term $-4g\langle s^4\rangle=-4g\cdot3\sigma^4=-1/(3g)$. The correction becomes $5/(36g)-1/(6g)=-1/(36g)$. Quadrature at $g=400$ gives coefficients of $1/g$ equal to $0.1393$ and $-0.0278$, against $5/36=0.1389$ and $-1/36=-0.0278$. The leading result is thus insensitive to the growth law, provided that the law is smooth.

The populations show what $Z$ means. Summing (5) from $n$ upward, instead of from 1, gives $N_n/N_n^{\rm eq}=J\sum_{m=n}^{M-1}1/(\beta_mN_m^{\rm eq})$. In the Gaussian approximation the sum over integers starting at $n$ is an integral starting at $n-\tfrac12$, so

$$\frac{N_n}{N_n^{\rm eq}}\simeq\frac12\,{\rm erfc}\left[\sqrt\pi Z\left(n-\tfrac12-n^*\right)\right]. \qquad (13)$$

Small clusters have nearly their equilibrium population, large ones are strongly depleted, and the ratio is close to one half at the top. The forward flux there is about $\tfrac12\beta^*N^*$, whereas the net flux is $Z\beta^*N^*$. A fraction $2Z$ of the attachments at the top survives as net growth; the rest is cancelled by losses from the next size. The factor $Z$ therefore accounts for both the reduced population and the repeated crossing of the barrier.

For a worked example, take boron vapour condensing into liquid droplets in argon at 2400 K and 760 Torr. Rough typical inputs are $\gamma=1.1$ J/m$^2$, a liquid density of 2.2 g/cm$^3$ and a saturation pressure of 0.01 Torr. The choice $S=4$ sets the free-atom pressure at 0.04 Torr. The density and the atomic mass give $v=0.00816$ nm$^3$ and $A_1=0.1960$ nm$^2$. With $kT=0.2068$ eV, $\theta=6.5065$. Equations (3) and (9) then give

$$n^*=\left(\frac{2\times6.5065}{3\times1.3863}\right)^3=30.6,\qquad
g=\frac{30.63\times1.3863}{2}=21.2,$$

$$Z=\frac{1}{30.63}\sqrt{\frac{21.234}{3\pi}}=0.0490.$$

The barrier is 4.39 eV and the critical radius 0.39 nm. Putting $[W^*-W(1)]/kT=16.1$ into (9) would give $Z=0.0427$, which is 13% too low.

The parabola falls by $kT$ at a distance $1/(\sqrt\pi Z)=11.5$ atoms from the top. The true barrier falls by $1.22\,kT$ on the small side and $0.86\,kT$ on the large side, so it is visibly asymmetric. The rate formula remains accurate because the odd cubic term cancels at first order in (12).

For the rate, assume that every arriving boron atom sticks. The kinetic flux of an ideal gas onto the droplet area gives

$$\beta_n=A_1n^{2/3}\frac{P}{\sqrt{2\pi mkT}},$$

where $P$ is the free-atom pressure and $m$ the atomic mass. At the critical size this is $1.67\times10^5$ s$^{-1}$. The free-atom density is $1.61\times10^{14}$ cm$^{-3}$, and (4) gives $N^*=1.62\times10^7$ cm$^{-3}$. Hence

$$J=0.0490\times1.674\times10^5\times1.616\times10^7
=1.3\times10^{11}\ {\rm cm^{-3}\,s^{-1}}.$$

Solving the steady rate equations for sizes up to 600 gives 0.9931 times the value of (8). The correction (12) predicts 0.9935. The Gaussian step thus costs 0.7% in this model, even for a critical droplet of about thirty atoms.

The solved population ratio at $n^*$ is 0.500, although (13) gives $\tfrac12+Z/2=0.524$ there. The difference comes from the cubic term. By (11), it changes the share of the resistance above $s=0$ by

$$-2g\sqrt{\frac{3g}{\pi}}\int_0^\infty s^3e^{-3gs^2}ds
=-\frac19\sqrt{\frac{3}{\pi g}}=-0.024,$$

since the integral is $1/(18g^2)$. This nearly cancels the half-step shift $Z/2$, but only by chance: by (3) and (9) the shift is $\tfrac34\ln S$ times the size of the cubic term, and this factor happens to be close to one at $S=4$. The cubic term gives the profile an error of order $g^{-1/2}$, larger than the error of order $1/g$ in the rate. The greatest deviation from (13) is 0.024 here, and 0.005 for a barrier of $527\,kT$.

The formula also gives the sensitivity to supersaturation. Combining (3) and (10), $Z\beta^*=\beta_1\sqrt\theta/(3\sqrt\pi)$: the powers of $\ln S$ cancel. At fixed temperature, $\beta_1$ and $N_1$ are each proportional to $S$, while differentiating $W^*/kT=4\theta^3/[27(\ln S)^2]$ gives $-n^*$ and differentiating $W(1)/kT=\theta-\ln S$ gives $-1$. Therefore

$$\frac{d\ln J}{d\ln S}=1+1+n^*-1=n^*+1.$$

In the example this is about 32, so a 1% reduction of $S$ lowers $J$ by about 27%. As a design rule, it holds for isothermal, steady nucleation in this capillarity model.

The input $\gamma$ matters more than any error in the Gaussian integral. Raising it by 10%, with the other inputs fixed, raises the barrier to $28.3\,kT$ and lowers $Z$ by 13%, in line with $\theta^{-3/2}$, but multiplies $J$ by $1.8\times10^{-3}$. Curvature of the surface acts similarly. With the trial law $\gamma(r)=\gamma(1-2\delta/r)$ and $\delta=0.02$ nm, the barrier falls to $14.9\,kT$ and $J$ rises 67-fold. The rise is much smaller than the drop of $6.3\,kT$ suggests, because the law is also applied to the single atom in (4) and lowers $W(1)$ by $2.1\,kT$; with $W(1)$ held fixed the factor would be about 540. The added work varies as $n^{1/3}$, which breaks the single-power scaling behind (9). The curvature then gives $Z=0.0517$, while (9), used with the new height and size, gives 0.0485, or 6% less. Definition (7) is the safer one for such a barrier. The choice of reference also matters: using $N_1e^{-W/kT}$ for the populations, which violates both $N_1^{\rm eq}=N_1$ and mass action, would multiply $J$ by $6.0\times10^{-3}$ without changing $Z$. Mass action alone does not single out (4): the populations $(N_1/S)\,e^{-W/kT}$ for $n\ge2$ also obey it, and would multiply $J$ by $e^{-\theta}=1.5\times10^{-3}$.

Collisions also involve the finite size of the arriving atom and the motion of the droplet. Adding the radii and using the reduced mass multiplies $\beta_n$ by $(1+n^{-1/3})^2\sqrt{1+1/n}$. This raises $J$ by a factor 1.78, nearly all of it through $\beta^*$: the ratio $J/(\beta^*N^*)$ obtained from the full sum moves only from 0.0487 to 0.0490. The argon mean free path, roughly 580 nm, is far larger than the droplet, which supports the use of free-molecular collisions.

A steady state needs time to form. The slowest relaxation time of the populations is 0.40 ms at fixed free-atom density, and (8) needs a residence in the supersaturated zone of several such times. Starting from free atoms alone, the flux at the critical size is 44% of its steady value after 0.40 ms and 93% after 0.8 ms, and the flux at 60 atoms, past the barrier, reaches 90% only after about 1.9 ms. During one relaxation time, forming critical droplets at the steady rate uses about $10^{-5}$ of the free atoms. That figure includes neither later growth nor the filling of smaller clusters. The equilibrium populations place 0.24 atoms in clusters of 2 to 10 atoms for each free atom, so growth by collisions between clusters, neglected here, is not obviously small. These clusters also draw on the vapour. If it started as free atoms at $S=4$ and were not replenished, filling them would lower $S$ before the steady state is reached, and because $J$ depends so steeply on $S$, the rate would fall far below the value above. Within the model, the example therefore requires the free-atom density to be maintained at $S=4$ while the small clusters form. The figure 0.24 belongs to reference (4), not to real boron: (4) gives $N_2/N_1=0.088$, whereas the partition functions of B$_2$, with a binding energy near 2.7 to 3.1 eV, give a ratio of order $10^{-4}$. Capillarity does not fix the populations of such small clusters.

Condensation heats the droplet. With a rough heat of vaporization $h=5$ eV and a heat capacity of $3k$ per atom, one attachment warms the critical droplet by $h/(3kn^*)=631$ K. An argon atom that leaves at the droplet temperature removes $2k$ per kelvin of excess, so $3n^*/2=46$ hits reduce the excess by a factor $e$. There are 9883 argon hits per boron attachment. Cooling is thus fast on average, but evaporation is strongly enhanced while the droplet is hot. Take the loss rate at temperature $T$ equal to $\beta^*$, as it nearly is at the top, and let it grow with the Boltzmann factor of $h$. With time $u$ in units of the cooling time and $\Delta T=631\,e^{-u}$ K, the extra evaporations per attachment are

$$\frac{46}{9883}\int_0^\infty\left\{\exp\left[\frac{h\,\Delta T}{kT(T+\Delta T)}\right]-1\right\}du\simeq0.22.$$

This estimates the size of the neglected coupling; it is not a corrected rate. It errs on the high side, since it ignores the thermal spread of the droplet energy and keeps counting after the atom has left; following the energy distribution gives about 0.1, and the term linear in $\Delta T$ alone gives 0.03. It indicates that the isothermal assumption is less accurate than the Gaussian step.

The example describes a very hot zone containing elemental boron vapour, near the melting point of boron. Boron films can also be deposited from halides or hydrides at much lower temperatures, a process the example does not describe. There, particles can grow through reactions of molecules containing hydrogen or chlorine, and neither single-atom attachment nor the elemental supersaturation need control the rate; the model gives no estimate of that change. Even in elemental vapour, a macroscopic surface energy is doubtful for thirty atoms, and the shifts found above amount to factors of tens to hundreds in $J$. The value $10^{11}$ cm$^{-3}$ s$^{-1}$ is a result of the capillarity model, not a forecast for a reactor. The full set of values is in the numerical output below.

## Calculated quantities

```
Temperature: 2400 K; kT: 0.2068 eV
Surface energy (rough): 1.10 J/m2
Liquid density (rough): 2.20 g/cm3
Atomic mass of boron: 10.81 u
Saturation pressure (rough): 0.010 Torr
Supersaturation S: 4.0; ln S: 1.3863
Boron vapour pressure: 0.040 Torr
Argon pressure: 760 Torr
Volume per atom: 0.00816 nm3
One-atom sphere radius: 0.1249 nm
One-atom sphere area: 0.1960 nm2
theta: 6.5065
Critical size n*: 30.63 atoms
Critical radius: 0.391 nm
Barrier W*/kT: 21.234
Barrier W*: 4.392 eV
W(1)/kT: 5.120; (W*-W(1))/kT: 16.114
Z from barrier formula: 0.04900
Z from numerical curvature: 0.04900
Z if W*-W(1) is wrongly used: 0.04268
Distance for kT drop of parabola: 11.51 atoms
True drop below/above top: 1.216 / 0.862 kT
Free-atom density: 1.609e+14 cm^-3
Attachment rate at n*: 1.674e+05 s^-1
N_eq at n*: 1.616e+07 cm^-3
J from Z formula: 1.325e+11 cm^-3 s^-1
J from rate equations: 1.316e+11 cm^-3 s^-1
Ratio solved/formula: 0.99314
Predicted ratio 1/(1+5/(36g)): 0.99350
Quadrature coefficient, beta~area: 0.13926 (g=400)
Quadrature coefficient, beta const: -0.02781 (g=400)
5/36: 0.13889; -1/36: -0.02778
N/N_eq at n*: 0.500
Largest erfc error, example: 0.0242
Largest erfc error, W*/kT=527: 0.0047
Full collision rate: J times 1.783
Z with full collision rate: 0.04903
Surface energy +10%: W*/kT 28.26, Z 0.04247
Surface energy +10%: J times 1.78e-03
Trial Tolman length: 0.020 nm
Tolman: n* 25.93 atoms, W*/kT 14.89
Tolman: Z curvature 0.05172, Z formula 0.04848
Tolman: J times 6.69e+01
N1*exp(-W/kT) reference: J times 5.97e-03
Atoms in clusters 2-10 per free atom: 0.239
Slowest relaxation time: 0.402 ms
Vapour used in that time (J n* t/N1): 1.01e-05
Heat of vaporization (rough): 5.0 eV
Heating by one attachment: 631 K
Argon hits per attachment: 9883
Argon hits to cool by factor e: 46
Extra evaporations while hot, per attachment: 0.216
Argon mean free path (rough): 578 nm
```
